# Slater-Koster entries for s and p orbitals from along-bond and across-bond components

## What symmetry fixes in advance

Take two atoms a fixed distance apart, and let \(\mathbf d=(l,m,n)\) be the unit vector from atom 1 to atom 2, so that \(l^2+m^2+n^2=1\). Each atom carries one s orbital and three p orbitals \(p_x,p_y,p_z\). We want the matrix elements of a one-electron Hamiltonian \(H\) between an orbital on atom 1 and an orbital on atom 2, for any direction of the bond.

Suppose that \(H\) singles out no direction except that of the bond. An s orbital has no direction, and the three p orbitals behave like the components of a vector. The three numbers \(\langle s|H|p_i\rangle\) therefore form a vector, and the one vector available is \(\mathbf d\):

\[
\langle s|H|p_i\rangle = C\,d_i .
\]

The nine numbers \(\langle p_i|H|p_j\rangle\) carry two vector indices. With mirror symmetry included, they can be built from \(\delta_{ij}\) and \(d_id_j\):

\[
\langle p_i|H|p_j\rangle = A\,\delta_{ij}+B\,d_id_j .
\]

Thus one constant serves the three entries \(\langle s|H|p_i\rangle\), a second one serves the three entries \(\langle p_i|H|s\rangle\), and two constants serve all p-p entries. Resolving the orbitals along and across the bond proves these forms and shows what \(A\), \(B\) and \(C\) are.

## Conventions and assumptions

The left orbital of each matrix element sits on atom 1 and the right orbital on atom 2. The orbitals are real. With \(\mathbf r=(x_1,x_2,x_3)\) measured from the nucleus to which the orbital belongs,

\[
s(\mathbf r)=g(r),\qquad p_i(\mathbf r)=f(r)\,x_i .
\]

The outer lobe of \(p_i\) on the positive \(i\) axis is taken as positive, and so is the outer part of \(s\). The functions \(f\) and \(g\) may differ between the two atoms.

The assumption about \(H\) is that it is unchanged by

1. every rotation about the line through the two nuclei;
2. every mirror reflection in a plane containing that line.

This holds if \(H\) consists of the kinetic energy and the spherical potentials of the two atoms, which is the two-centre approximation. We also take \(H\) to be real and Hermitian, with no magnetic field and no spin-orbit coupling.

## A p orbital resolves like a vector

For any vector \(\mathbf u\), define

\[
p_{\mathbf u}(\mathbf r)=f(r)\,\mathbf u\cdot\mathbf r
=u_xp_x+u_yp_y+u_zp_z .
\]

If \(\mathbf u\) is a unit vector, this is a p orbital of the usual shape pointing along \(\mathbf u\). The definition is linear:

\[
p_{\alpha\mathbf u+\beta\mathbf w}=\alpha\,p_{\mathbf u}+\beta\,p_{\mathbf w}.
\]

Now let \(R\) be a rotation or reflection that leaves the nucleus in place. It turns a function \(\psi(\mathbf r)\) into \(\psi(R^{-1}\mathbf r)\). Since \(R\) preserves lengths and scalar products,

\[
p_{\mathbf u}(R^{-1}\mathbf r)=f(r)\,\mathbf u\cdot(R^{-1}\mathbf r)
=f(r)\,(R\mathbf u)\cdot\mathbf r=p_{R\mathbf u}(\mathbf r).
\]

To rotate or reflect a p orbital, one rotates or reflects its vector. An s orbital is unchanged.

Let \(\mathbf e_i\) be the unit vector along axis \(i\). Its component along the bond is \(\mathbf e_i\cdot\mathbf d=d_i\), so

\[
\mathbf e_i=d_i\,\mathbf d+\mathbf t_i,\qquad
\mathbf t_i=\mathbf e_i-d_i\mathbf d .
\]

The remainder \(\mathbf t_i\) lies across the bond, because \(\mathbf t_i\cdot\mathbf d=d_i-d_i=0\). By linearity,

\[
p_i=d_i\,p_\sigma+p_{\mathbf t_i},\qquad p_\sigma\equiv p_{\mathbf d}.
\]

On both atoms \(p_\sigma\) points along \(+\mathbf d\), from atom 1 towards atom 2. The two σ orbitals are therefore parallel to each other; they do not both point into the bond.

## Which integrals survive in the bond frame

Choose unit vectors \(\mathbf a\) and \(\mathbf b\) perpendicular to \(\mathbf d\) and to each other. The p orbitals in this frame are \(p_\sigma\), \(p_{\mathbf a}\) and \(p_{\mathbf b}\).

If a symmetry operation leaves \(H\) unchanged, applying it to both orbitals leaves the matrix element unchanged. Consider the mirror plane that contains the bond and is perpendicular to \(\mathbf a\). Both nuclei lie in this plane, so neither moves. The reflection sends \(\mathbf a\) to \(-\mathbf a\) and leaves \(\mathbf d\) and \(\mathbf b\) alone. Hence

\[
\langle s|H|p_{\mathbf a}\rangle=\langle s|H|(-p_{\mathbf a})\rangle
=-\langle s|H|p_{\mathbf a}\rangle
\quad\Rightarrow\quad \langle s|H|p_{\mathbf a}\rangle=0 .
\]

The same argument applies whenever \(p_{\mathbf a}\) appears once and its partner is even under this mirror:

\[
\langle p_\sigma|H|p_{\mathbf a}\rangle=0,\qquad
\langle p_{\mathbf b}|H|p_{\mathbf a}\rangle=0,
\]

and likewise with left and right exchanged. The mirror perpendicular to \(\mathbf b\) removes the couplings of \(p_{\mathbf b}\) to \(s\) and \(p_\sigma\).

A quarter turn about the bond sends \(\mathbf a\) to \(\mathbf b\), so

\[
\langle p_{\mathbf a}|H|p_{\mathbf a}\rangle
=\langle p_{\mathbf b}|H|p_{\mathbf b}\rangle .
\]

The surviving integrals that involve p orbitals are

\[
V_{sp\sigma}=\langle s|H|p_\sigma\rangle,\qquad
V_{ps\sigma}=\langle p_\sigma|H|s\rangle,
\]
\[
V_{pp\sigma}=\langle p_\sigma|H|p_\sigma\rangle,\qquad
V_{pp\pi}=\langle p_{\mathbf a}|H|p_{\mathbf a}\rangle .
\]

They depend on the distance and on the kinds of atom, but not on the direction of the bond. In the two-centre approximation, turning the pair of atoms rigidly turns \(H\) with it, and the same rotation carries \(s\), \(p_\sigma\), \(p_{\mathbf a}\) and \(p_{\mathbf b}\) into the corresponding orbitals of the new bond, so each integral keeps its value.

The mirrors do work that rotations alone cannot do. The quarter turn also sends \(\mathbf b\) to \(-\mathbf a\), which gives \(\langle p_{\mathbf a}|H|p_{\mathbf b}\rangle=-\langle p_{\mathbf b}|H|p_{\mathbf a}\rangle\). This permits an antisymmetric coupling, which the mirrors then set to zero.

## The s-p entries

Insert the resolved orbital on the right:

\[
\langle s|H|p_i\rangle
=d_i\langle s|H|p_\sigma\rangle+\langle s|H|p_{\mathbf t_i}\rangle .
\]

The vector \(\mathbf t_i\) is a combination of \(\mathbf a\) and \(\mathbf b\), so the second term vanishes. The same step with the p orbital on the left gives the companion result:

\[
\boxed{\langle s|H|p_i\rangle=d_i\,V_{sp\sigma},\qquad
\langle p_i|H|s\rangle=d_i\,V_{ps\sigma}.}
\]

For \(i=x\) the entries are \(l\,V_{sp\sigma}\) and \(l\,V_{ps\sigma}\). If the bond is perpendicular to \(x\), then \(l=0\) and the entry vanishes: the s orbital meets the positive and negative lobes of \(p_x\) equally.

**Identical atoms.** If both atoms carry the same orbitals and \(H\) is also unchanged by inversion through the midpoint of the bond, the two constants are related. Inversion exchanges the atoms, leaves s unchanged in form and reverses each p orbital. Labelling the atoms explicitly,

\[
V_{sp\sigma}=\langle s^{(1)}|H|p_\sigma^{(2)}\rangle
=\langle s^{(2)}|H|(-p_\sigma^{(1)})\rangle
=-\langle p_\sigma^{(1)}|H|s^{(2)}\rangle=-V_{ps\sigma}.
\]

The third equality uses the fact that \(H\) is real and Hermitian. Thus \(\langle p_x|H|s\rangle=-l\,V_{sp\sigma}\) for identical atoms. For unlike atoms or unlike orbitals, \(V_{sp\sigma}\) and \(V_{ps\sigma}\) are independent parameters.

## The p-p entries

Resolve both orbitals and multiply out:

\[
\begin{aligned}
\langle p_i|H|p_j\rangle
={}&d_id_j\langle p_\sigma|H|p_\sigma\rangle
+d_i\langle p_\sigma|H|p_{\mathbf t_j}\rangle\\
&+d_j\langle p_{\mathbf t_i}|H|p_\sigma\rangle
+\langle p_{\mathbf t_i}|H|p_{\mathbf t_j}\rangle .
\end{aligned}
\]

The two middle terms couple σ to π and vanish. For the last term, write \(\mathbf t_i=\alpha_i\mathbf a+\beta_i\mathbf b\). The a-b couplings vanish and the two π integrals are equal, so

\[
\langle p_{\mathbf t_i}|H|p_{\mathbf t_j}\rangle
=(\alpha_i\alpha_j+\beta_i\beta_j)V_{pp\pi}
=(\mathbf t_i\cdot\mathbf t_j)\,V_{pp\pi}.
\]

The scalar product follows from the definition of \(\mathbf t_i\):

\[
\begin{aligned}
\mathbf t_i\cdot\mathbf t_j
&=(\mathbf e_i-d_i\mathbf d)\cdot(\mathbf e_j-d_j\mathbf d)\\
&=\delta_{ij}-d_jd_i-d_id_j+d_id_j\\
&=\delta_{ij}-d_id_j .
\end{aligned}
\]

Therefore

\[
\boxed{\langle p_i|H|p_j\rangle
=d_id_j\,V_{pp\sigma}+(\delta_{ij}-d_id_j)\,V_{pp\pi}.}
\]

Setting \(i=j=x\), and then \(i=x\), \(j=y\), gives

\[
\langle p_x|H|p_x\rangle=l^2V_{pp\sigma}+(1-l^2)V_{pp\pi},
\]
\[
\langle p_x|H|p_y\rangle=lm\,(V_{pp\sigma}-V_{pp\pi}).
\]

The other entries follow by replacing the axis labels and their cosines. Comparison with the opening form gives \(A=V_{pp\pi}\), \(B=V_{pp\sigma}-V_{pp\pi}\) and \(C=V_{sp\sigma}\).

**The minus sign in the mixed entry.** The axes \(x\) and \(y\) are perpendicular, so the along-bond and across-bond contributions to \(\mathbf e_x\cdot\mathbf e_y\) must cancel. The along part is \(lm\), so the across part is \(-lm\). In the diagonal entry the two parts must add to \(\mathbf e_x\cdot\mathbf e_x=1\), which gives \(l^2\) and \(1-l^2\).

## Special directions and checks

- **Bond along \(x\):** \(l=1\), \(m=n=0\). The \(xx\) entry is \(V_{pp\sigma}\), the \(yy\) and \(zz\) entries are \(V_{pp\pi}\), and the mixed entries vanish.
- **Bond along \(y\):** \(l=0\), so the \(xx\) entry is \(V_{pp\pi}\).
- **Bond at 45° in the \(xy\) plane:** \(l=m=1/\sqrt2\). The \(xx\) entry is \((V_{pp\sigma}+V_{pp\pi})/2\) and the \(xy\) entry is \((V_{pp\sigma}-V_{pp\pi})/2\).
- **Reversed bond (atom 2 moved to the opposite side of atom 1, like or unlike atoms):** \(\mathbf d\to-\mathbf d\) changes the sign of the s-p entries. The p-p entries contain products of two cosines and do not change.
- **Equal σ and π integrals:** the p-p block becomes \(V_{pp\pi}\delta_{ij}\), and the direction of the bond drops out of it.

The sum of the diagonal entries does not depend on direction:

\[
\sum_i\langle p_i|H|p_i\rangle
=V_{pp\sigma}+(3-1)V_{pp\pi}=V_{pp\sigma}+2V_{pp\pi}.
\]

## Overlap integrals and the zero of energy

The derivation used the symmetry of \(H\) and nothing else about its form. The identity operator has the same symmetry, so the overlap integrals obey the same table, with constants \(S_{sp\sigma}\), \(S_{pp\sigma}\), \(S_{pp\pi}\) and so on in place of the \(V\)'s.

This matters when orbitals on different atoms are not orthogonal. If the zero of energy is moved to \(E_0\), then \(H\) becomes \(H-E_0\), and each bond integral changes:

\[
V\to V-E_0S .
\]

The value of a \(V\) in a non-orthogonal basis therefore has meaning only together with its overlap and the chosen zero of energy.

## Worked example: two sulfur atoms

Sulfur has a 3s and a 3p shell, so one pair of atoms supplies every integral above. The atoms stand 2.00 Å apart, a chosen round distance. The orbitals come from a restricted Hartree-Fock calculation of the atom in the 6-31G basis, with the four 3p electrons spread equally over the three 3p orbitals. \(H\) is the Fock operator built from the two superposed spherical atomic density matrices. It is not made self-consistent for the pair, and correlation and relativity are left out. The digits below serve to follow the arithmetic and do not express the physical accuracy of this model. Nor are they converged with respect to the basis: with the s and p functions of the larger def2-QZVP basis the \(V\)'s below move by up to 0.24 eV (\(V_{sp\sigma}=13.59\), \(V_{pp\sigma}=9.24\), \(V_{pp\pi}=-4.85\) eV), the overlaps by up to 0.02 and the atomic 3p level by 0.13 eV. The angular table does not depend on the basis.

With the bond along \(z\), the integrals are

| Bond integral | \(V\) (eV) | Overlap |
|---|---:|---:|
| \(ss\sigma\) | −10.1735 | 0.208 |
| \(sp\sigma\) | 13.3515 | −0.352 |
| \(pp\sigma\) | 9.4150 | −0.333 |
| \(pp\pi\) | −4.7063 | 0.218 |

The overlap signs fit the lobe picture. In \(sp\sigma\), the p orbital on atom 2 points away from atom 1, so its negative lobe faces the s orbital. In \(pp\sigma\), the positive lobe of the left orbital faces the negative lobe of the right one. In \(pp\pi\), lobes of equal sign lie side by side. In each row \(V\) has the sign opposite to that of the overlap.

Now tilt the bond to \(\mathbf d=(2,3,6)/7\). Then \(l=0.2857\), \(l^2=0.0816\), \(1-l^2=0.9184\) and \(lm=0.1224\). The s-p entry is

\[
\langle s|H|p_x\rangle=0.2857\times13.3515\ \text{eV}=3.81\ \text{eV},
\]

and \(\langle p_x|H|s\rangle=-3.81\) eV, since the atoms are identical. The diagonal p-p entry is

\[
\begin{aligned}
\langle p_x|H|p_x\rangle
&=0.0816\times9.415\ \text{eV}+0.9184\times(-4.706)\ \text{eV}\\
&=0.77\ \text{eV}-4.32\ \text{eV}=-3.55\ \text{eV}.
\end{aligned}
\]

The bond lies mostly across the \(x\) axis, so the π part dominates. The mixed entry is

\[
\begin{aligned}
\langle p_x|H|p_y\rangle
&=0.1224\times9.415\ \text{eV}-0.1224\times(-4.706)\ \text{eV}\\
&=1.15\ \text{eV}+0.58\ \text{eV}=1.73\ \text{eV}.
\end{aligned}
\]

Here the across part has the geometric factor \(-lm\), and the negative \(V_{pp\pi}\) makes its contribution positive.

The numerical check computes the integrals directly for this and two other bond directions and tests them against the table, for both \(H\) and the overlap.

**A nearly vanishing trace.** The sum \(V_{pp\sigma}+2V_{pp\pi}\) comes out as 0.002 eV, far smaller than either term. The symmetry argument does not require this, and the near cancellation is particular to the 6-31G basis: the sum is −0.21 eV in def2-TZVP and −0.45 eV in def2-QZVP. Nor is it a property of the bond alone, because it depends on the zero of energy. With the overlaps taken to five decimals, the corresponding overlap sum is \(-0.33262+2\times0.21824=0.10386\approx0.104\). If energies are measured from the atomic 3p level at −8.22 eV, the sum becomes

\[
0.002\ \text{eV}+8.22\ \text{eV}\times0.104\approx0.86\ \text{eV}.
\]

**Unlike orbitals.** With 3s and 3p on the left atom and 2s and 2p on the right (2s and \(2p_i\) taken positive at 0.4 bohr along the positive axis, since in this basis their very small far tails have the opposite sign), \(V_{sp\sigma}=2.62\) eV (3s with 2p) and \(V_{ps\sigma}=-18.44\) eV (3p with 2s). These are not opposite numbers. The directional table still holds, as the program tests, provided that the two constants are kept separate.

## Where the table fails

The table needs an \(H\) with the symmetry of the bond. In a molecule or solid, the potential of a third atom also enters the integral between atoms 1 and 2. If that atom lies off the bond axis, it removes the rotations and most of the mirrors.

To see the size of the effect, put the sulfur pair along \(z\), at \((0,0,0)\) and \((0,0,2)\) Å, and add a third sulfur atom at \((2,0,2)\) Å, with its atomic density included in \(H\). The mirror \(x\to-x\) is lost, so nothing now forbids a coupling between \(p_z\) on atom 1 and \(p_x\) on atom 2. It becomes

\[
\langle p_z|H|p_x\rangle=-1.71\ \text{eV},
\]

where the two-centre table gives zero. The quarter turn is lost as well, and the two π integrals separate:

\[
\langle p_x|H|p_x\rangle=-6.09\ \text{eV},\qquad
\langle p_y|H|p_y\rangle=-4.91\ \text{eV},
\]

compared with −4.71 eV for both in the isolated pair. The mirror \(y\to-y\) survives, so \(p_y\) still does not couple to \(p_x\) or \(p_z\). The overlaps between atoms 1 and 2 do not change, because they contain no potential.

In this model, with the third atom only 2 Å from atom 2, some three-centre terms are not small compared with the integrals themselves: the \(xx\) entry changes by about 30%, while the \(yy\) and \(zz\) entries change by about 4%. Most of the effect comes from the nonlocal exchange operator of the third atom. Of the −1.71 eV, exchange gives −1.08 eV and the electrostatic potential of its nucleus and electrons −0.63 eV. In the def2-QZVP basis the three entries become −1.82, −6.33 and −5.07 eV, against −4.85 eV for both π entries in the isolated pair. A tight-binding model that uses the table for a solid leaves such terms out, or absorbs part of them into fitted values of the \(V\)'s. The angular factors are then an approximation to the full Hamiltonian, although they follow rigorously from the two-centre one.

The symmetry can also fail for two atoms alone. If the electron density that enters \(H\) fills one π orbital more than the other, the quarter turn is no longer a symmetry, and the argument for equal π integrals is lost. A magnetic field along the bond keeps the rotations but breaks the mirrors, which removes the argument against the antisymmetric coupling of \(p_{\mathbf a}\) and \(p_{\mathbf b}\). Spin-orbit coupling ties the orbitals to the spin, so rotating the orbitals alone no longer leaves \(H\) unchanged.

## Computed results

```
S-S distance: 2.00 angstrom
atomic 3s level: -24.6088 eV
atomic 3p level: -8.2215 eV
V ss-sigma: -10.1735 eV
V sp-sigma: 13.3515 eV
V ps-sigma: -13.3515 eV
V pp-sigma: 9.4150 eV
V pp-pi: -4.7063 eV
overlap ss-sigma: 0.20809 (no unit)
overlap sp-sigma: -0.35169 (no unit)
overlap ps-sigma: 0.35169 (no unit)
overlap pp-sigma: -0.33262 (no unit)
overlap pp-pi: 0.21824 (no unit)
direction cosines l, m, n: 0.285714, 0.428571, 0.857143 (no unit)
l^2: 0.081633, 1-l^2: 0.918367, lm: 0.122449 (no unit)
direct H, row s, columns s,x,y,z: -10.1735, 3.8147, 5.7221, 11.4441 eV
direct H, row x, columns s,x,y,z: -3.8147, -3.5535, 1.7291, 3.4583 eV
direct H, row y, columns s,x,y,z: -5.7221, 1.7291, -2.1126, 5.1874 eV
direct H, row z, columns s,x,y,z: -11.4441, 3.4583, 5.1874, 5.6685 eV
table s-x: 3.8147 eV
table x-s: -3.8147 eV
table x-x: -3.5535 eV
table x-y: 1.7291 eV
x-x along part: 0.7686 eV
x-x across part: -4.3221 eV
x-y along part: 1.1529 eV
x-y across part: 0.5763 eV
trace of direct p-p block: 0.0024 eV
largest H difference, 3 directions: 4.6e-14 eV
largest overlap difference, 3 directions: 1.1e-16 (no unit)
unlike orbitals, V sp (3s left, 2p right): 2.6196 eV
unlike orbitals, V ps (3p left, 2s right): -18.4371 eV
unlike orbitals, largest H difference: 7.1e-15 eV
third atom position, bond along z: 2.0, 0.0, 2.0 angstrom
with third atom, p_z(1)-p_x(2): -1.7106 eV
with third atom, p_x(1)-p_x(2): -6.0905 eV
with third atom, p_y(1)-p_y(2): -4.9059 eV
```
